# Why polarization in Pca2_1 hafnia must follow the twofold axis: verification in Python

```python
"""
Result under test: in a Pca2_1 crystal (point group mm2) the spontaneous
polarization P can point only along c, the direction of the twofold axis.

Symbols: x, y, z are fractional coordinates along the orthogonal axes a, b, c.
R is the matrix part of a symmetry operation; V is the cell volume.
P is the dipole change per volume from a strained fluorite reference.
The HfO2 cell uses round model parameters. Each ion has a nominal charge and
an electronic dipole induced by the screened field of all other ions.
"""
import itertools
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.linalg import null_space

space_operations = {
    "identity": lambda x, y, z: (x, y, z),
    "2_1 axis along c": lambda x, y, z: (-x, -y, z + 0.5),
    "a glide normal to b": lambda x, y, z: (x + 0.5, -y, z),
    "c glide normal to a": lambda x, y, z: (0.5 - x, y, z + 0.5),
}
names = list(space_operations)


def act(name, point):
    return np.array(space_operations[name](*point))


def nearest_image(difference):
    return difference - np.round(difference)


def clean(vector, digits=3):
    rounded = np.round(vector, digits) + 0.0
    return "(" + ", ".join(f"{v:.{digits}f}" for v in rounded) + ")"


# Matrix parts, obtained from differences of transformed positions.
base_point = np.array([0.13, 0.29, 0.41])
matrices = {}
for name in names:
    columns = [act(name, base_point + step) - act(name, base_point)
               for step in np.eye(3)]
    matrices[name] = np.round(np.array(columns).T, 12)

# The operations close into a group, up to lattice translations.
for first, second in itertools.product(names, repeat=2):
    product = act(second, act(first, base_point))
    assert any(np.allclose(nearest_image(product - act(k, base_point)), 0,
                           atol=1e-12) for k in names)


def allowed_vectors(matrix_list):
    """Basis of all vectors left unchanged by every matrix in the list."""
    return null_space(np.vstack([m - np.eye(3) for m in matrix_list]))


allowed = allowed_vectors(list(matrices.values()))
assert allowed.shape[1] == 1
assert np.allclose(np.abs(allowed[:, 0]), [0, 0, 1], atol=1e-12)
mirrors = [matrices[names[2]], matrices[names[3]]]
allowed_mirrors = allowed_vectors(mirrors)
assert allowed_mirrors.shape[1] == 1
assert np.allclose(np.abs(allowed_mirrors[:, 0]), [0, 0, 1], atol=1e-12)
dimensions = {name: allowed_vectors([matrices[name]]).shape[1]
              for name in names[1:]}
assert list(dimensions.values()) == [1, 2, 2]
with_inversion = allowed_vectors(list(matrices.values()) + [-np.eye(3)])
assert with_inversion.shape[1] == 0
average = sum(matrices.values()) / len(matrices)
assert np.allclose(average, allowed @ allowed.T, atol=1e-12)

# Model crystal: one representative of each orbit, displacements in angstrom.
cell = np.array([5.2, 5.0, 5.1])
volume = np.prod(cell)
orbits = {
    "Hf": (4, [0.0, 0.25, 0.0], [0.10, 0.10, 0.05]),
    "O1": (-2, [0.25, 0.0, 0.25], [0.20, -0.10, -0.40]),
    "O2": (-2, [0.25, 0.5, 0.25], [-0.10, 0.20, -0.05]),
}
charges = np.repeat([q for q, _, _ in orbits.values()], 4).astype(float)
hf_polarizability, o_polarizability = 1.0, 2.0
polarizabilities = np.where(charges > 0, hf_polarizability, o_polarizability)
screening_length = 0.5
assert charges.sum() == 0


def build(amplitude):
    return np.array([act(name, np.array(site) + amplitude * np.array(u) / cell)
                     for _, site, u in orbits.values() for name in names])


reference = build(0.0)
distorted = build(1.0)


def same_crystal(first, second):
    """True if each ion of one set lies on a like ion of the other."""
    for charge in (4, -2):
        one, two = first[charges == charge], second[charges == charge]
        gaps = np.linalg.norm(nearest_image(one[:, None] - two[None]), axis=2)
        if gaps.min(axis=1).max() > 1e-9 or gaps.min(axis=0).max() > 1e-9:
            return False
    return True


def has_inversion(positions):
    # Any inversion must send the first Hf ion to one of the four Hf ions.
    return any(same_crystal(positions[0] + positions[j] - positions, positions)
               for j in range(4))


for name in names:
    image = np.array([act(name, p) for p in distorted])
    assert same_crystal(image, distorted)
assert has_inversion(reference)
assert not has_inversion(distorted)


def ion_displacements(positions):
    """Displacement of each ion from the nearest like reference site."""
    result = []
    for position, charge in zip(positions, charges):
        sites = reference[charges == charge]
        shifts = nearest_image(position - sites) * cell
        result.append(shifts[np.argmin(np.linalg.norm(shifts, axis=1))])
    return np.array(result)


lattice_images = np.array(list(itertools.product(range(-3, 4), repeat=3)))


def induced_dipoles(positions):
    """Electronic dipoles in e angstrom from screened ionic fields."""
    wrapped = positions % 1.0
    dipoles = []
    for target, polarizability in zip(wrapped, polarizabilities):
        vectors = (target - wrapped[:, None] - lattice_images[None]) * cell
        distance = np.linalg.norm(vectors, axis=2)
        other = distance > 1e-6
        r = np.where(other, distance, 1.0)
        strength = np.exp(-r / screening_length)
        strength *= (1 / r**2 + 1 / (screening_length * r)) / r
        strength = np.where(other, strength, 0.0) * charges[:, None]
        field = (strength[:, :, None] * vectors).sum(axis=(0, 1))
        dipoles.append(polarizability * field)
    return np.array(dipoles)


# One e/angstrom^2 expressed in microcoulomb/cm^2.
to_micro = elementary_charge * 1e20 * 100


def polarization(positions):
    ionic = charges @ ion_displacements(positions) / volume * to_micro
    electronic = induced_dipoles(positions).sum(axis=0) / volume * to_micro
    return ionic, electronic


assert np.allclose(induced_dipoles(reference), 0, atol=1e-10)
ionic, electronic = polarization(distorted)
total = ionic + electronic
dipoles = induced_dipoles(distorted)
assert np.abs(dipoles[:, 0]).max() > 1e-4
assert np.abs(dipoles[:, 1]).max() > 1e-4
assert np.allclose(ionic[:2], 0, atol=1e-9)
assert np.allclose(electronic[:2], 0, atol=1e-8)
assert abs(total[2]) > 1.0

# Formal ionic polarization, in quanta, from wrapped positions along the path.
start = charges @ (reference % 1.0)
largest_transverse_change = 0.0
for amplitude in np.linspace(0, 1, 21):
    positions = build(amplitude)
    change = charges @ (positions % 1.0) - start
    twice_formal = 2 * (charges @ (positions % 1.0))[:2]
    assert np.allclose(twice_formal, np.round(twice_formal), atol=1e-9)
    transverse = np.abs(nearest_image(change[:2])).max()
    largest_transverse_change = max(largest_transverse_change, transverse)
    direct = charges @ ion_displacements(positions) / cell
    assert np.allclose(nearest_image(change - direct), 0, atol=1e-9)
assert largest_transverse_change < 1e-9

# Inversion through a reference Hf site gives the opposite domain.
inverted = 2 * reference[0] - distorted
inverted_total = sum(polarization(inverted))
assert np.allclose(inverted_total, -total, atol=1e-8)

# Moving one oxygen alone breaks the symmetry.
extra_shift = 0.10
broken = distorted.copy()
broken[4, 0] += extra_shift / cell[0]
for name in names[1:]:
    assert not same_crystal(np.array([act(name, p) for p in broken]), broken)
broken_ionic, broken_electronic = polarization(broken)
broken_total = broken_ionic + broken_electronic
assert abs(broken_total[0]) > 0.1

trial = np.array([3.0, 2.0, 5.0])
print("Trial vector (no unit):", clean(trial, 1))
for name in names:
    print(f"  image under {name}:", clean(matrices[name] @ trial, 1))
print("  average of the four images:", clean(average @ trial, 1))
for name, dimension in dimensions.items():
    print(f"Independent allowed components, {name} alone: {dimension}")
print("Independent allowed components, full mm2:", allowed.shape[1])
print("Independent allowed components, mm2 plus inversion:",
      with_inversion.shape[1])
print("Cell lengths a, b, c (angstrom):", clean(cell, 1))
print(f"Cell volume (angstrom^3): {volume:.1f}")
for label, (charge, site, shift) in orbits.items():
    print(f"{label}: charge (e) {charge:+d}, reference site (fractional)",
          clean(site, 2))
    print(f"  {label} chosen displacement (angstrom):", clean(shift, 2))
shifts = ion_displacements(distorted)
for name, shift in zip(names, shifts[4:8]):
    print(f"  O1 ion from {name}, shift (angstrom):", clean(shift, 2))
for index, label in enumerate(orbits):
    orbit_sum = shifts[4 * index:4 * index + 4].sum(axis=0)
    print(f"Sum of four {label} shifts (angstrom):", clean(orbit_sum, 2))
print("Ionic dipole change per cell (e angstrom):", clean(charges @ shifts, 2))
print(f"Polarizability of Hf, O (angstrom^3): {hf_polarizability:.1f}, "
      f"{o_polarizability:.1f}")
print(f"Screening length (angstrom): {screening_length:.1f}")
print("Largest |induced dipole| components on one ion (e angstrom):",
      clean(np.abs(dipoles).max(axis=0), 4))
print("Sum of induced dipoles per cell (e angstrom):",
      clean(dipoles.sum(axis=0), 4))
print("Ionic polarization (microC/cm^2):", clean(ionic, 2))
print("Electronic polarization (microC/cm^2):", clean(electronic, 2))
print("Total polarization (microC/cm^2):", clean(total, 2))
print(f"Total P_c (C/m^2): {total[2] / 100:.4f}")
print("Inverted crystal, total (microC/cm^2):", clean(inverted_total, 2))
print("Quanta ea/V, eb/V, ec/V (microC/cm^2):",
      clean(cell / volume * to_micro, 2))
print(f"Extra shift of one O1 ion along a (angstrom): {extra_shift:.2f}")
print("Broken symmetry, ionic (microC/cm^2):", clean(broken_ionic, 2))
print("Broken symmetry, total (microC/cm^2):", clean(broken_total, 2))
print("every check passed")
```

Output:

```
Trial vector (no unit): (3.0, 2.0, 5.0)
  image under identity: (3.0, 2.0, 5.0)
  image under 2_1 axis along c: (-3.0, -2.0, 5.0)
  image under a glide normal to b: (3.0, -2.0, 5.0)
  image under c glide normal to a: (-3.0, 2.0, 5.0)
  average of the four images: (0.0, 0.0, 5.0)
Independent allowed components, 2_1 axis along c alone: 1
Independent allowed components, a glide normal to b alone: 2
Independent allowed components, c glide normal to a alone: 2
Independent allowed components, full mm2: 1
Independent allowed components, mm2 plus inversion: 0
Cell lengths a, b, c (angstrom): (5.2, 5.0, 5.1)
Cell volume (angstrom^3): 132.6
Hf: charge (e) +4, reference site (fractional) (0.00, 0.25, 0.00)
  Hf chosen displacement (angstrom): (0.10, 0.10, 0.05)
O1: charge (e) -2, reference site (fractional) (0.25, 0.00, 0.25)
  O1 chosen displacement (angstrom): (0.20, -0.10, -0.40)
O2: charge (e) -2, reference site (fractional) (0.25, 0.50, 0.25)
  O2 chosen displacement (angstrom): (-0.10, 0.20, -0.05)
  O1 ion from identity, shift (angstrom): (0.20, -0.10, -0.40)
  O1 ion from 2_1 axis along c, shift (angstrom): (-0.20, 0.10, -0.40)
  O1 ion from a glide normal to b, shift (angstrom): (0.20, 0.10, -0.40)
  O1 ion from c glide normal to a, shift (angstrom): (-0.20, -0.10, -0.40)
Sum of four Hf shifts (angstrom): (0.00, 0.00, 0.20)
Sum of four O1 shifts (angstrom): (0.00, 0.00, -1.60)
Sum of four O2 shifts (angstrom): (0.00, 0.00, -0.20)
Ionic dipole change per cell (e angstrom): (0.00, 0.00, 4.40)
Polarizability of Hf, O (angstrom^3): 1.0, 2.0
Screening length (angstrom): 0.5
Largest |induced dipole| components on one ion (e angstrom): (0.0789, 0.0503, 0.0879)
Sum of induced dipoles per cell (e angstrom): (0.0000, 0.0000, 0.4969)
Ionic polarization (microC/cm^2): (0.00, 0.00, 53.16)
Electronic polarization (microC/cm^2): (0.00, 0.00, 6.00)
Total polarization (microC/cm^2): (0.00, 0.00, 59.17)
Total P_c (C/m^2): 0.5917
Inverted crystal, total (microC/cm^2): (0.00, 0.00, -59.17)
Quanta ea/V, eb/V, ec/V (microC/cm^2): (62.83, 60.41, 61.62)
Extra shift of one O1 ion along a (angstrom): 0.10
Broken symmetry, ionic (microC/cm^2): (-2.42, 0.00, 53.16)
Broken symmetry, total (microC/cm^2): (-2.83, 0.58, 59.34)
every check passed
```
